What the Arrhenius Slope of Second-Layer Nucleation Measures

**The argument under review**

Islands one atomic layer high, all of the same radius R, receive the same flux at several temperatures. The rate Ω at which a first dimer forms on top of an island is obtained from the fraction of islands that carry a second layer. The logarithm of Ω is plotted against β = 1/(k_B T), and the plot is nearly straight. The authors argue: "Adatoms cross the island top many times before they leave it. Terrace diffusion is therefore not the slow step and its barrier drops out. What limits the escape is the extra barrier at the edge, so the slope of the plot is that extra barrier."

The first sentence is correct in the regime considered. The question is whether the second follows from it.

**Rates and conventions**

Let the island top have N equivalent sites of a triangular lattice with spacing a. An adatom hops to each neighbouring top site at the rate

h = ν exp(−βE_d),

where E_d is the terrace diffusion barrier. At the edge some of the six directions lead off the island. Call these outward bonds, and let B be their total number. Descent through one of them has the rate

s = ν exp[−β(E_d + ΔE)].

The extra edge barrier ΔE is by definition the height of the descent saddle above the terrace saddle. Both saddles are measured from the energy of an adatom on the terrace. The prefactor ν is taken as equal for both processes and independent of temperature; a constant ratio other than one leaves the slope nearly unchanged as long as an adatom rarely descends while a pair is searching and the top stays nearly empty (a smaller descent prefactor lengthens the residence time and can fill the top), but both prefactors must be independent of temperature. The flux F counts atoms per site and second, so the island top receives λ = FN atoms per second. A dimer forms when two adatoms occupy the same or neighbouring sites. Climbing back onto the island is neglected.

**Where the terrace barrier went**

Consider one adatom on top. If it crosses the island many times before leaving, it is found on each site with probability 1/N, because all sites have the same energy. Its total descent rate is the sum over outward bonds,

k = Bs/N, and the mean residence time is τ = 1/k = N/(Bs).

The hop rate h does not appear, which seems to support the authors. But s itself contains E_d. Counting visits to the edge shows why it must.

Take an edge site with b outward bonds and 6 − b neighbours on the island. The adatom arrives there from those neighbours at the rate

(visits per second) = (6 − b)h/N.

On each visit it either descends, at total rate bs, or hops back, at total rate (6 − b)h. For s ≪ h,

(descent probability per visit) ≈ bs/[(6 − b)h].

The product is bs/N, and the sum over edge sites gives Bs/N again. The probability per visit contains s/h = exp(−βΔE), which is the extra barrier alone. The number of visits per second contains h, which brings E_d back. The authors have used the temperature dependence of a probability per visit for a rate per second. Fast diffusion makes the adatom's distribution uniform; it does not remove the terrace barrier from the clock.

**From residence time to nucleation rate**

Let T₀ be the mean waiting time for the first dimer from an empty top, and T₁ the same with one adatom present. Define Ω = 1/T₀. When a second atom lands, the two search for each other. Let x/(1 + x) be the probability that one of them descends before they meet; x is small when the edge barrier is strong. The duration of the search is neglected against the other waiting times, and so are third arrivals during it.

An empty top waits 1/λ for its first atom:

T₀ = 1/λ + T₁.

With one adatom, something happens at the total rate k + λ. Descent returns the top to the empty state. An arrival leads back to one adatom with probability x/(1 + x), and otherwise to a dimer. Hence

(k + λ)T₁ = 1 + kT₀ + λ[x/(1 + x)]T₁.

Insert T₀ = T₁ + 1/λ on the right. The terms kT₁ cancel, and since 1 − x/(1 + x) = 1/(1 + x),

λT₁/(1 + x) = 1 + k/λ = (k + λ)/λ.

Thus T₁ = (1 + x)(k + λ)/λ². Adding 1/λ = λ/λ² and inverting gives

Ω = λ²/[(1 + x)(k + λ) + λ].

For a strong barrier, x ≪ 1, and a nearly empty top, λ ≪ k, this becomes

Ω ≈ λ²/k = λ²τ = F²N³/(Bs).

The reading is direct: atoms arrive at rate λ, and each finds a partner already present with probability λτ.

For a round island the dependence on R can be made explicit. Let ρ be the number of sites per area. An edge of length L cuts ρLa|cos φ| bonds of one orientation, where φ is the angle between bond and edge normal. There are three orientations, the average of |cos φ| around a circle is 2/π, and the length is 2πR. So

B = ρa · 2πR · 3 · (2/π) = 12ρaR.

With N = πρR²,

Ω ≈ π³ρ²F²R⁵/(12as).

At fixed R and F the temperature enters through 1/s, and −ln s = −ln ν + β(E_d + ΔE). Therefore

d ln Ω/dβ = E_d + ΔE.

The slope is positive because colder adatoms stay longer. It measures the total descent barrier.

A discriminating check is to change E_d and leave ΔE alone. I solved the master equation for one and two adatoms on a hexagonal island of 61 sites at 250 K and very low flux, without assuming uniform mixing or certain meeting. For E_d = 0.26 eV and ΔE = 0.20 eV the slope is 0.460 eV. Lowering E_d to 0.20 eV lowers it to 0.400 eV. The authors' reading predicts 0.20 eV in both cases.

**A second tempting answer**

One might instead apply mean-field nucleation theory to the island top. If adatoms did not react, their number would follow a Poisson distribution with mean λτ, and a pair would be present with probability (λτ)²/2 for λτ ≪ 1. If pairs meet at the rate 1/T_meet, the estimate is

Ω_MF = (λτ)²/(2T_meet).

Since τ varies as 1/s and T_meet as 1/h, its slope is 2(E_d + ΔE) − E_d = E_d + 2ΔE, or 0.66 eV for the first parameter pair above.

This estimate gives each pair the lifetime τ/2 that it would have if it were lost by descent. With a strong barrier the pair ends much sooner, by meeting, after T_meet. The mean-field rate is then too large by the factor τ/(2T_meet), which itself depends on temperature. That is why the slope is wrong as well as the magnitude.

**When the slope departs from the sum**

The first condition is a nearly empty top. Setting x = 0 in the general rate gives Ω = λ²/(k + 2λ). Since dk/dβ = −(E_d + ΔE)k,

d ln Ω/dβ = (E_d + ΔE)k/(k + 2λ) = (E_d + ΔE)/(1 + 2λτ).

On cooling at fixed flux, τ grows and the slope falls. When λτ ≫ 1 every second arrival completes a dimer, Ω tends to λ/2, and the slope tends to zero.

The second condition is a strong barrier. For λ ≪ k, Ω ≈ λ²τ/(1 + x). While x is small it is proportional to s/h, hence to exp(−βΔE), and the factor 1/(1 + x) adds ΔE·x/(1 + x) to the slope: cooling also reduces the loss of partners. A smaller correction has the opposite sign. The residence time includes the walk to the edge, which scales as 1/h. If this walk is a fraction d of τ, the slope of ln τ is

(1 − d)(E_d + ΔE) + dE_d = E_d + ΔE − dΔE.

For ΔE = 0.12 eV on the 61-site island, the two corrections together predict an excess of 3.4 meV over the sum; the master equation gives 3.3 meV.

The two conditions pull in opposite directions. At fixed flux, cooling makes the barrier stronger but fills the top.

The third condition is that R really is fixed. Because Ω varies as R⁵, a radius that changes with temperature adds 5 d ln R/dβ. Suppose the islands were instead grown at each temperature to the same coverage θ. In mean-field scaling for stable dimers, the adatom density n₁ between islands of density n is of order F/(hn), and new islands form at a rate of order hn₁², that is F²/(hn²). Integration over the deposition time θ/F gives n³ ∝ θF/h. At fixed θ, R ∝ n^(−1/2) ∝ h^(1/6), so d ln R/dβ = −E_d/6. The slope becomes

E_d + ΔE − 5E_d/6 = ΔE + E_d/6.

With the parameters above this is 0.24 eV, not far from ΔE. A slope near the extra barrier can thus arise from a different protocol, and it cannot be carried over to islands of fixed radius.

**A worked case**

Take rough values of spacing, terrace barrier and prefactor for Pt on Pt(111), and an extra barrier chosen large enough to be strong; the third digit of the spacing serves only to fix the set of sites in the model disc: a = 0.277 nm, E_d = 0.26 eV, ΔE = 0.20 eV and ν = 5×10¹² s⁻¹. Islands of radius 5 nm receive 0.002 ML/s for 5 s, a dose of 0.01 ML. A disc cut from the lattice has N = 1177 and B = 246; the round-edge formula gives B = 250. The arrival rate is λ = 0.002 × 1177 = 2.35 s⁻¹.

At 250 K, h = 2.87×10⁷ s⁻¹ and s = 2.67×10³ s⁻¹. The residence time is

τ = 1177/(246 × 2.665×10³ s⁻¹) = 1.80 ms.

Random walks of adatom pairs on this disc give T_meet ≈ 6 μs and x ≈ 0.007, with a sampling error of a few per cent. The barrier is strong, although x is some seventy times larger than s/h = 9.3×10⁻⁵, because a pair makes many moves near the edge during its search. The leading rate is

λ²τ = (2.354 s⁻¹)² × 1.795×10⁻³ s = 9.9×10⁻³ s⁻¹,

and the corrections for x and λ reduce it to 9.8×10⁻³ s⁻¹. The fraction of islands nucleated in the pulse is 1 − exp(−5 s × Ω) = 4.8 %. Mean-field theory would overestimate the rate about 150 times.

Between 230 and 270 K, Ω falls from 6.0×10⁻² to 2.0×10⁻³ s⁻¹. A straight-line fit through five temperatures gives 0.455 eV. The deficit of 5 meV comes from the cold end, where 2λτ = 2 × 2.354 × 0.01149 = 0.054; at 270 K it is 0.002. With one tenth of the flux the fitted slope is 0.461 eV. The small surplus is the partner-loss term, about 0.20 eV × 0.007 = 1.4 meV at 250 K, partly offset by the remaining saturation.

Subtracting E_d from the first fit gives 0.195 eV, close to the ΔE put in. If 0.455 eV were itself taken for ΔE, the ratio s/h at 250 K would come out as 7×10⁻¹⁰ instead of 9×10⁻⁵, an error of about five orders of magnitude in how well the edge reflects adatoms.

**Real edges**

The barriers above are rough, and the flux was chosen to keep the top nearly empty. The value ΔE = 0.20 eV is a model choice; values reported for clean Pt(111) are smaller, of order 0.1 eV. On the same disc at 250 K, x is then about 0.3 for ΔE = 0.12 eV and of order one for 0.08 eV, so the barrier is no longer strong and the slope exceeds E_d + ΔE by roughly 20 to 30 meV. One assumption that is doubtful for a real Pt island is the uniform edge. Its outline can contain two kinds of close-packed step as well as kinks, and these need not share one descent barrier. The shape also depends on how the island was prepared: if atoms move too slowly along the edge, it can be ramified, and the round-island formulas for N and B no longer apply. If a fraction g of the outward bonds has a barrier lower by δ, then

k = (Bs/N)[1 − g + g exp(βδ)].

Differentiating −ln k lowers the slope by δw, where w = g exp(βδ)/[1 − g + g exp(βδ)] is the share of descents through the easy bonds. For g = 5 % and δ = 0.05 eV at 250 K the shift is −17 meV. The measured quantity is then an average of descent barriers weighted by the traffic through them.

Edge sites may also bind an adatom more strongly than the terrace, by an energy ε. With N_e edge sites, an adatom occupies each of them with a probability larger by exp(βε) than a terrace site, while its descent rate from there is smaller by the same factor. These factors cancel in the numerator of k and leave

k = Bs/[N − N_e + N_e exp(βε)].

The slope of −ln k is E_d + ΔE + εf, where f is the probability of finding the adatom at the edge. For ε = 0.03 eV the shift is +9 meV here. If f is small, the slope refers to the terrace level, even though the last jump starts from a deeper site. Both edge formulas agree with the master equation on the 61-site island to within 1 meV.

Other neglected effects are modest for these numbers. With one island per 20 nm × 20 nm cell, and all deposited atoms captured, the radius grows by 2.5 % during the pulse. This raises Ω by 13 % at the end, almost equally at every temperature, so it affects the prefactor more than the slope. Dimers can also break up. Away from the edge, each atom of a dimer has three hops that end its contact with the partner, so six hops separate the pair. For an assumed dimer bond of 0.50 eV at 270 K, each of these hops occurs 0.014 times on average before the next atom arrives; this is the single-hop figure listed in the output. The dimer therefore breaks up about 6 × 0.014 ≈ 0.08 times in that interval. The motion and descent of whole dimers are left out. They do not alter the rate of first dimer formation, but they could alter the fraction of islands later seen with a second layer, and the analysis needs that fraction to reflect the dimers formed.

**Requested revision**

The reported slope should be named the total descent barrier, E_d + ΔE. To obtain ΔE, the authors need E_d from an independent measurement on the same surface. They may subtract it from the slope, or multiply each Ω by the measured h before plotting, since hΩ is proportional to h/s at fixed R and F when x ≪ 1 and λτ ≪ 1. They should verify x ≪ 1 for their island size; otherwise partner loss raises the slope and ΔE comes out too large, and a change of flux does not reveal this. In either case the uncertainty of E_d enters ΔE in full. They should also repeat the series at a lower flux: a slope that rises when the flux is reduced would indicate that the top was not empty enough. The numerical output below lists the values used in this report.

Values computed for the example and the checks

```
TESTS ON SMALL ISLANDS, master equation, 250 K
sites 61, outward bonds 54
E_d 0.26, dE 0.20 eV: slope 0.4601 eV
E_d 0.20, dE 0.20 eV: slope 0.4001 eV
E_d 0.26, dE 0.26 eV: slope 0.5200 eV
N = 37: master rate / (lam^2 tau) = 0.99954
N = 61: master rate / (lam^2 tau) = 0.99929
N = 91: master rate / (lam^2 tau) = 0.99901
rate ratio on doubling the flux: 4.0000
lam = k/2: master / saturation law = 0.9994
dE 0.15 eV: x master 0.00800, x walks 0.00805
dE 0.12 eV: slope excess 3.29 meV, predicted 3.39 meV
deep edge sites: slope 0.4819 eV, law 0.4817 eV
one weak edge site: slope 0.4414 eV, law 0.4413 eV
EXAMPLE, rough values in the regime of Pt on Pt(111)
spacing 0.277 nm, radius 5.0 nm, prefactor 5.0e+12 1/s
E_d 0.26 eV, dE 0.20 eV, sum 0.46 eV
flux 0.002 ML/s, pulse 5.0 s, dose 0.010 ML
sites N 1177, bonds B 246, round-edge law for B 250.1
radius exponent from 5 to 10 nm: 5.013
arrival rate on the island 2.354 1/s
250 K: h 2.868e+07 1/s, s 2.665e+03 1/s, s/h 9.293e-05
250 K: tau solved 1.7959 ms, N/(B s) 1.7950 ms
250 K: meeting time 5.97 us, x 0.00682
250 K: mean-field overestimate factor 150
T (K), s (1/s), tau (ms), Omega (1/s), nucleated (%)
230, 4.163e+02, 11.493, 6.024e-02, 26.01
240, 1.095e+03, 4.370, 2.362e-02, 11.14
250, 2.665e+03, 1.795, 9.797e-03, 4.78
260, 6.060e+03, 0.790, 4.317e-03, 2.14
270, 1.296e+04, 0.369, 2.015e-03, 1.00
fitted slope 0.4549 eV; at one tenth of the flux 0.4607 eV
fitted slope minus E_d 0.1949 eV
s/h at 250 K if the slope is misread as dE: 6.75e-10
NEGLECTED EFFECTS, sized with rough inputs
island cell 20 nm square: radius growth 2.55 %
rate change by the end of the pulse 13.4 %
dimer bond 0.50 eV, 270 K: break-up 3.258e-02 1/s
break-ups per waiting time for the next atom 0.0138
adatom repulsion 0.02 eV, 250 K: x up to about 0.0172
edge sites deeper by 0.03 eV: slope +9.4 meV
5 % of bonds easier by 0.05 eV: slope -17.4 meV
```
